# Quasiparticle Band Offsets from Bulk Edge Corrections and a Fixed Interface Lineup, part 1

(Sections cited here and not found follow in the second part.)

## Bulk edges, electrostatic lineup and the offset formula

A gate oxide blocks electrons and holes through two separate barriers, the conduction and valence band offsets to the semiconductor. A semilocal density-functional calculation of the interface gives both offsets, but its eigenvalue gaps can differ strongly from the energies for adding and removing an electron. Correcting the gaps alone doesn't repair the offsets, because a gap correction doesn't say how much of it belongs to each edge. In the model interface worked out below, the density-functional valence and conduction offsets are $-1.54$ and $1.96$ eV. If the whole gap correction is assigned to the conduction bands, the valence offset stays at $-1.54$ eV and the conduction offset becomes $3.06$ eV. Correcting each edge separately gives $-3.05$ and $1.55$ eV. Both treatments have the same gaps, yet the first doubles the electron barrier and halves the hole barrier.

A direct quasiparticle calculation of an interface is expensive, whereas one for each bulk crystal is much smaller. The two bulk calculations are sufficient when the interface supplies a common energy reference that the quasiparticle correction leaves unchanged. That reference is electrostatic.

Let crystal A fill the region of negative $z$ and crystal B the region of positive $z$. All energies are electron energies, and every offset is the value in B minus the value in A. A negative valence offset then means that the valence edge of B is lower, which is a barrier for holes in A; a positive conduction offset is a barrier for electrons in A. The interface carries no net charge, neither crystal contains a macroscopic electric field, and the Fermi level lies in both gaps.

Let $\phi$ be the electrostatic potential of nuclei and electrons, averaged parallel to the interface. The potential energy of an electron, whose charge is $-e$, is $U=-e\phi$. Let $q(z)$ be the net number of positive elementary charges per unit length in an interface cell of area $S$. The charge density is $eq/S$, so Poisson's equation $\phi''=-eq/(\varepsilon_0S)$ becomes

$$
U''(z)=\frac{e^2}{\varepsilon_0S}\,q(z).
$$

Inside a crystal $U$ still oscillates with the lattice. The oscillation is removed by the running average

$$
\bar f(z)=\frac1l\int_{z-l/2}^{z+l/2}f(z')\,dz',
$$

with $l$ equal to the lattice period along $z$. When the two periods differ, the average is applied twice, once with each period. The average over the period of A makes every lattice-periodic function in A constant, and the second average leaves that constant alone; in B the roles are exchanged. Averaging commutes with differentiation, so $\bar U$ and $\bar q$ obey the same Poisson equation. Deep in either crystal $\bar q=0$, because the bulk cell is neutral, and $\bar U'=0$, because there is no macroscopic field. There $\bar U$ has the constant values $U_A$ and $U_B$. The electrostatic lineup is

$$
\Delta U=U_B-U_A .
$$

Choose points $z_A$ and $z_B$ in the two flat regions. Integrating the Poisson equation between them gives

$$
\bar U'(z_B)-\bar U'(z_A)=\frac{e^2}{\varepsilon_0S}\int_{z_A}^{z_B}\bar q\,dz=0,
$$

which restates the neutrality of the interface. Integration by parts then gives the lineup:

$$
\Delta U=\int_{z_A}^{z_B}\bar U'\,dz
=\left[z\bar U'\right]_{z_A}^{z_B}-\int_{z_A}^{z_B}z\,\bar U''\,dz .
$$

The bracket vanishes because both slopes vanish. Substitution of the Poisson equation leaves

$$
\Delta U=-\frac{e^2}{\varepsilon_0S}\int_{z_A}^{z_B}z\,\bar q(z)\,dz .
$$

Moving the origin of $z$ by $z_0$ would add a term proportional to $z_0\int\bar q\,dz$, which is zero, so the result doesn't depend on the origin. Its sign can be checked with a simple dipole. If electrons move from A to B, the B side is negative and the A side positive. The integral of $z\bar q$ is negative and $\Delta U$ is positive: electrons have a higher potential energy on the side that has received electrons.

The lineup contains the positions of the nuclei and the electron density, and nothing else. No eigenvalue and no self-energy appears in it. With fixed nuclei, two electronic-structure methods that give the same density therefore give the same lineup. The crystal averages must of course be defined in the same way throughout. In a pseudopotential calculation, for example, the same local ionic potential must enter the average in the bulk and at the interface.

The Kohn–Sham edges can now be placed on this common scale. In a separate calculation of bulk crystal X, where X is A or B, let the electrostatic potential energy have zero average. The Kohn–Sham Hamiltonian is

$$
H_X=T+V_X^{\rm sr}+u_X(\mathbf r)+v_{xc}(\mathbf r),
$$

where $T$ is the kinetic energy, $V_X^{\rm sr}$ is any short-range nonlocal part of the ionic potential, $u_X$ is the electrostatic potential energy with zero average, and $v_{xc}$ is the exchange-correlation potential. Let $\epsilon_v^X$ and $\epsilon_c^X$ be the highest valence and lowest conduction eigenvalues of $H_X$.

Deep inside X in the interface system, the density is the bulk density. The electrostatic potential energy is then $u_X+U_X$. A semilocal $v_{xc}$ depends on the density and its derivatives near the point considered, so it also has its bulk form there. Thus the Hamiltonian in this region is

$$
H=H_X+U_X .
$$

A band edge in a finite region of a larger system needs a definition. Take a bulk edge state and multiply it by a smooth envelope of width $L$ that lies deep inside X. The resulting wave packet contains wavevectors within about $1/L$ of the band extremum. Since the band is quadratic there, its energy differs from the edge by an amount of order $\hbar^2/(m^*L^2)$, with $m^*$ the size of the effective mass. As the layer and the packet become wide, the energy tends to $\epsilon_v^X+U_X$ or $\epsilon_c^X+U_X$. These limits are the local edges, and their differences give the Kohn–Sham offsets

$$
V_{\rm KS}=\epsilon_v^B-\epsilon_v^A+\Delta U,
\qquad
C_{\rm KS}=\epsilon_c^B-\epsilon_c^A+\Delta U .
$$

The symbols $V$ and $C$ denote valence and conduction offsets. The bulk terms and the lineup depend separately on the convention for the average potential, but a constant added to the reference of one crystal cancels between them.

In the quasiparticle equation the self-energy $\Sigma$ replaces $v_{xc}$. It is nonlocal and depends on energy, so it must be shown that it brings no further constant of its own into the alignment. In the $GW$ approximation it is built from the Green function

$$
G(\mathbf r,\mathbf r';\omega)=\sum_n
\frac{\varphi_n(\mathbf r)\varphi_n^*(\mathbf r')}{\omega-\epsilon_n+i\eta s_n},
$$

where $s_n=+1$ for empty and $-1$ for occupied states, and $\eta$ is a positive infinitesimal energy. Energies are used for $\omega$, so no factor $\hbar$ is needed. Add a constant $c$ to the potential without changing which states are occupied. The orbitals stay the same and every $\epsilon_n$ becomes $\epsilon_n+c$, hence

$$
G^{(c)}(\omega)=G(\omega-c).
$$

The screened interaction $W$ follows from the electronic polarizability, which contains the orbitals, the occupations and the differences $\epsilon_m-\epsilon_n$. The constant cancels in each difference, so $W$ is unchanged. The self-energy therefore obeys

$$
\Sigma^{(c)}(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\eta\omega'}
G(\omega-c+\omega')W(\omega')=\Sigma(\omega-c).
$$

The self-energy follows the rigid shift. At a given energy relative to the local electrostatic level, it is the same operator as before.

Deep inside a thick layer, $G$ and $W$ between nearby points approach their bulk forms, apart from this shift. For $W$ the approach is slow, because a distant dielectric boundary changes the screening; the size of that effect is derived in the second half. In the limit of large distance, the self-energy in X is $\Sigma_X(\omega-U_X)$. The common Fermi level must lie in the local gap for this step, since the occupied states of the layer must be those of the insulating bulk.

To first order in $\Sigma-v_{xc}$, the quasiparticle energy $E$ of a local edge state $\varphi$ with bulk eigenvalue $\epsilon$ satisfies

$$
E=\epsilon+U_X+\langle\varphi|\Sigma_X(E-U_X)-v_{xc}|\varphi\rangle .
$$

The real part of $\Sigma_X$ is understood. Define $\tilde E=E-U_X$. Subtracting $U_X$ from both sides gives

$$
\tilde E=\epsilon+\langle\varphi|\Sigma_X(\tilde E)-v_{xc}|\varphi\rangle ,
$$

which is the equation of the isolated bulk crystal. Its solution is $\tilde E=\epsilon+\delta$, with $\delta$ a bulk edge correction. If $\Sigma_X$ is expanded to first order in energy about $\epsilon$, the equation becomes

$$
\delta=\langle\Sigma_X(\epsilon)-v_{xc}\rangle+\delta\,\langle\partial_\omega\Sigma_X(\epsilon)\rangle .
$$

Collecting the terms in $\delta$ gives

$$
\delta=\frac{\langle\Sigma_X(\epsilon)-v_{xc}\rangle}
{1-\langle\partial_\omega\Sigma_X(\epsilon)\rangle}.
$$

The energy dependence thus changes the value of $\delta$, but it doesn't bring the lineup into it.

Let $\delta_v^X$ and $\delta_c^X$ be the corrections of the two edges. The local quasiparticle edges are $\epsilon_v^X+\delta_v^X+U_X$ and $\epsilon_c^X+\delta_c^X+U_X$. With the same density, and so the same $U_X$ differences, subtraction gives

$$
V_{\rm QP}=\epsilon_v^B-\epsilon_v^A+\Delta U+\delta_v^B-\delta_v^A ,
$$

and the first three terms are the Kohn–Sham offset. The conduction edge is treated in the same way. The result is

$$
\boxed{V_{\rm QP}=V_{\rm KS}+\delta_v^B-\delta_v^A,\qquad
C_{\rm QP}=C_{\rm KS}+\delta_c^B-\delta_c^A.}
$$

If the two crystals have equal corrections at an edge, that offset is unchanged, however large the corrections are. If $\delta_v$ and $\delta_c$ differ from each other equally in both crystals, the gap difference is unchanged, although the two offsets may still move together.

The last case shows why gaps are an incomplete check. Subtracting the two offset formulas gives

$$
C_{\rm QP}-V_{\rm QP}=(\epsilon_c^B+\delta_c^B-\epsilon_v^B-\delta_v^B)
-(\epsilon_c^A+\delta_c^A-\epsilon_v^A-\delta_v^A),
$$

the difference of the quasiparticle gaps. Adding one constant to both $\delta_v^B$ and $\delta_c^B$ leaves every gap the same and moves both offsets by that constant. Each edge correction must therefore be converged on the scale of the average electrostatic potential; convergence of the gap is insufficient.

The band extremum may also move in reciprocal space. The general definition for the valence edge is

$$
\delta_v^X=\max_{\mathbf k}\left[\epsilon_v^X(\mathbf k)+\Delta_v^X(\mathbf k)\right]
-\max_{\mathbf k}\epsilon_v^X(\mathbf k),
$$

where $\Delta_v^X(\mathbf k)$ is the correction of an individual state. The first maximum is at least as high as the corrected energy at the old extremum. Using the correction at the old wavevector can therefore make $\delta_v^X$ too low, but not too high. For the conduction edge the maxima become minima and the direction of the possible error is reversed.

The assumption of a semilocal $v_{xc}$ matters as well. A nonlocal exchange-correlation potential may contain different constants, $c_A$ and $c_B$, deep in the two layers, even though such constants are absent from the separate bulk calculations. The Kohn–Sham offset at the interface then contains an extra $c_B-c_A$. The difference between the matrix elements of $-v_{xc}$ in the actual layers contains $-(c_B-c_A)$. If the self-energy is static, or if its Green function contains the quasiparticle energies themselves, this term cancels the step and the quasiparticle offset is free of it. Corrections taken from the separate bulk calculations would then miss the cancelling term and leave the error $c_B-c_A$. The step must enter both parts of the formula or neither.

An energy-dependent self-energy built from the Kohn–Sham levels behaves differently. Those levels contain $c_X$, so the self-energy in the layer is $\Sigma_X(\omega-U_X-c_X)$. Write the edge as $\epsilon+U_X+x$ and let $s=\langle\partial_\omega\Sigma_X(\epsilon)\rangle$. With the bulk form of $v_{xc}$ in the matrix element, the linearized equation is

$$
x=\langle\Sigma_X(\epsilon)-v_{xc}\rangle+(x-c_X)s,
\qquad
x=\frac{\langle\Sigma_X(\epsilon)-v_{xc}\rangle-c_Xs}{1-s}.
$$

The part $-c_Xs/(1-s)$ of the constant remains in the edge, so the cancellation is incomplete in such a calculation.

Finally, the bulk crystals must be those present at the interface. A strained film needs bulk edges and corrections calculated at the same strain, and an alloyed layer needs its own composition. An abrupt change of bonding at the interface requires no separate bulk correction: with the density held fixed, its influence on the offsets is contained in $\Delta U$.

For an unchanged density, the quasiparticle offsets follow from the Kohn–Sham offsets and the separate corrections of the bulk band edges. It remains to see when the density condition holds and what a density change does to the lineup, to test the formula on a model interface, and to find the size of the shift caused by a distant dielectric boundary.
